# Standard error of a drift exponent from log-spaced resistance readings

## Problem

After a phase-change memory cell is switched to its amorphous state, its resistance creeps upward. Over a limited range of times this drift is commonly described by

$$R(t)=R_0\left(\frac{t}{t_0}\right)^{\nu},\qquad t_0=1\ \text{s},$$

where $t$ is the time since the end of the amorphizing pulse and $\nu$ is the drift exponent. One cell is read $N=25$ times, from 1 s to 1000 s, at times equally spaced in $\ln t$. Each reading carries independent Gaussian noise with a standard deviation of 2 percent of the resistance. Both $R_0$ and $\nu$ are unknown.

(a) Estimate the standard error of $\nu$ obtained from a straight-line fit of $\ln R$ against $\ln t$.

(b) How does it change if only the two end readings are used, or if the 25 readings are equally spaced in $t$?

(c) How well does the fit predict the resistance after ten years, if the power law continues?

(d) What happens if the noise is not independent, or if temperature and timing are imperfect?

For numbers that depend on the cell, take $\nu=0.1$, $R_0=1\ \text{M}\Omega$, a temperature of 300 K and an activation energy of conduction of 0.3 eV.

## Solution

### From resistance noise to noise in the logarithm

Write reading $i$ as $R_i=R_0(t_i/t_0)^\nu(1+e_i)$, where $e_i$ has mean zero and standard deviation $\sigma=0.02$. With $x_i=\ln(t_i/t_0)$ and $y_i=\ln(R_i/1\ \Omega)$,

$$y_i=a_0+\nu x_i+\eta_i,\qquad \eta_i=\ln(1+e_i),$$

where $a_0=\ln(R_0/1\ \Omega)$. The power law has become a straight line with slope $\nu$. A constant gain error multiplies every $R_i$ by the same factor, so it changes the intercept and leaves the slope alone. An additive error does not: for this cell a series resistance of 10 kΩ shifts the exponent by $-0.0007$, and a leakage path of 100 MΩ in parallel shifts it by $-0.0014$.

For small noise, $\eta=e-e^2/2+e^3/3-\dots$. The odd moments of a Gaussian vanish, so the mean of $\eta$ is $-\sigma^2/2$ to leading order. For the variance, use $\langle e^4\rangle=3\sigma^4$. Then $e^2$ has variance $3\sigma^4-\sigma^4=2\sigma^4$, and the covariance of $e$ with $e^3$ is $3\sigma^4$. To order $\sigma^4$,

$$\operatorname{Var}\eta=\sigma^2+\tfrac14(2\sigma^4)+2\cdot\tfrac13(3\sigma^4)=\sigma^2\left(1+\tfrac52\sigma^2\right).$$

At $\sigma=0.02$ the correction is 0.1 percent of the variance. Two percent noise in $R$ is therefore noise of 0.02 in $\ln R$, at every reading and whatever the size of $R$. This is why an unweighted fit is appropriate.

### The slope and its variance

Least squares minimizes $Q=\sum_i(y_i-a-bx_i)^2$. Setting $\partial Q/\partial a=0$ gives $a=\bar y-b\bar x$, where bars denote averages over the readings. Setting $\partial Q/\partial b=0$ then gives

$$\sum_i x_i\left[(y_i-\bar y)-b(x_i-\bar x)\right]=0.$$

The bracket sums to zero, so $x_i$ in front of it may be replaced by $x_i-\bar x$. Solving for $b$, and using $\sum_i(x_i-\bar x)\bar y=0$,

$$b=\sum_i w_i y_i,\qquad w_i=\frac{x_i-\bar x}{S},\qquad S=\sum_i(x_i-\bar x)^2.$$

The weights satisfy $\sum_i w_i=0$ and $\sum_i w_ix_i=1$. Inserting the straight line for $y_i$ leaves

$$b-\nu=\sum_i w_i\eta_i.$$

The mean of $\eta$ is the same for all readings, so it drops out and the fitted slope is unbiased. Because the readings are independent, their variances add:

$$\operatorname{Var}b=\sigma^2\sum_i w_i^2=\frac{\sigma^2}{S}.$$

The standard error is the noise divided by $\sqrt S$, which measures how widely the readings are spread along the $\ln t$ axis. It does not depend on $\nu$.

### (a) Equal spacing in $\ln t$

Let $L=\ln 1000=3\ln10=6.908$ be the length of the window. The spacing is $h=L/(N-1)$, and $x_j=hj$ with $j=0,1,\dots,N-1$. The average of $j$ is $(N-1)/2$, so

$$\frac{S}{h^2}=\sum_j j^2-N\left(\frac{N-1}{2}\right)^2=\frac{(N-1)N(2N-1)}{6}-\frac{N(N-1)^2}{4}.$$

Taking out $N(N-1)/12$ leaves $2(2N-1)-3(N-1)=N+1$. Therefore

$$S=h^2\frac{N(N-1)(N+1)}{12}=\frac{L^2N(N+1)}{12(N-1)},$$

$$\boxed{\mathrm{SE}(\nu)=\frac{\sigma}{L}\sqrt{\frac{12(N-1)}{N(N+1)}}}$$

For $N=25$, $h=0.2878$ and $S=1300\,h^2=107.7$, so

$$\mathrm{SE}(\nu)=\frac{0.02}{\sqrt{107.7}}=\frac{0.02}{10.378}=0.0019\approx0.002.$$

A mental estimate follows from large $N$, where $(N-1)/(N+1)\to1$:

$$\mathrm{SE}(\nu)\approx\frac{\sigma}{\sqrt N\,(L/\sqrt{12})}\approx\frac{0.02}{5\times2.0}=0.002.$$

Here $L/\sqrt{12}$ is the root-mean-square distance from the centre of a uniform distribution of length $L$. The three decades supply a lever arm of about 2 in $\ln t$, and the 25 readings reduce the noise by a factor of 5.

For $\nu=0.1$ the standard error is 1.9 percent of the exponent. For $\nu=0.01$ the same absolute error would be 19 percent. In 40,000 synthetic runs, with the noise applied to $R$ itself, the fitted exponents had a standard deviation of 0.00193. The interval $\pm1.96\,\mathrm{SE}=\pm0.0038$ around the true value contained 95.0 percent of them.

The formula also shows what a longer experiment buys. With $N$ and $\sigma$ held fixed, going from three decades to four multiplies the error by $3/4$. To gain as much within three decades, $N(N+1)/(N-1)$ must grow by $16/9$, which takes nearly twice as many readings.

**If the noise level is unknown**, it can be found from the scatter about the fitted line. The residuals are $\eta_i-\bar\eta-(b-\nu)(x_i-\bar x)$. Squaring, summing and using $\sum_i(\eta_i-\bar\eta)(x_i-\bar x)=S(b-\nu)$ gives

$$Q_{\min}=\sum_i(\eta_i-\bar\eta)^2-S(b-\nu)^2.$$

The averages of the two terms are $(N-1)\sigma^2$ and $\sigma^2$, so $s^2=Q_{\min}/(N-2)$ is an unbiased estimate of the variance. For Gaussian noise, $Q_{\min}/\sigma^2$ is a sum of $N-2$ squared independent unit normals, each square having mean 1 and variance 2. The relative scatter of $s^2$ is then $\sqrt{2/(N-2)}$, and that of $s$ is about half as large, $1/\sqrt{2(N-2)}=15$ percent for 25 readings. One synthetic run gave $s=0.0189$ and hence $\nu=0.1008\pm0.0018$. The error bar itself is known only to about 15 percent, so a second digit in it means little.

### (b) Other choices of reading times

With two readings at the ends, each lies $L/2$ from the centre, so $S=2(L/2)^2=L^2/2$ and

$$\mathrm{SE}(\nu)=\frac{\sqrt2\,\sigma}{L}=0.0041.$$

The 23 readings in between reduce the error by a factor of about 2.1. This is less than $\sqrt{25/2}=3.5$, because readings near the centre have little leverage on the slope.

With 25 readings equally spaced in $t$, the second reading already falls at $1+999/24=42.6$ s, where $x=3.75$. All readings but the first are then crowded into the upper 46 percent of the logarithmic axis. Evaluating $S$ for these times gives $\mathrm{SE}(\nu)=0.0028$, which is 46 percent more than for logarithmic spacing with the same window, number of readings and noise.

### (c) Extrapolation to ten years

The predicted logarithm at $x$ is $\bar y+b(x-\bar x)$. The covariance of $\bar y$ and $b$ is $(\sigma^2/N)\sum_iw_i=0$, so the variances add:

$$\operatorname{Var}(\ln R)_{\rm pred}=\sigma^2\left[\frac1N+\frac{(x-\bar x)^2}{S}\right].$$

Ten years is $3.156\times10^8$ s, or $x=19.57$. The centre of the data is at $\bar x=L/2=3.45$. The first term contributes $0.02/5=0.004$ and the second $16.12\times0.00193=0.031$. Added in quadrature they give 0.031, or about 3 percent in $R$. The slope dominates this error. The figure assumes that the power law holds for more than five decades beyond the last reading, which the data cannot confirm.

### (d) When the assumptions fail

**Correlated noise.** If $C_{ij}$ is the covariance of the noise in readings $i$ and $j$, the variance of $b-\nu=\sum_iw_i\eta_i$ is

$$\operatorname{Var}b=\sum_{i,j}w_iC_{ij}w_j.$$

Low-frequency noise is often modelled by many fluctuators, each with correlation $e^{-d/\tau}$ over a delay $d$. Let the total variance be spread evenly in $\ln\tau$ between $\tau_1$ and $\tau_2$. Substituting $u=d/\tau$, for which $d\tau/\tau=-du/u$,

$$C(d)=\frac{\sigma^2}{\ln(\tau_2/\tau_1)}\int_{\tau_1}^{\tau_2}e^{-d/\tau}\frac{d\tau}{\tau}=\sigma^2\,\frac{E_1(d/\tau_2)-E_1(d/\tau_1)}{\ln(\tau_2/\tau_1)},$$

with $E_1(z)=\int_z^\infty e^{-u}\,du/u$. Each fluctuator has a spectrum proportional to $\tau/(1+\omega^2\tau^2)$. Integrated over $d\tau/\tau$, this varies as $1/\omega$ for $1/\tau_2\ll\omega\ll1/\tau_1$, which is $1/f$ noise.

Take $\tau_1=10^{-3}$ s, $\tau_2=10^5$ s and the same total noise of 2 percent in each instantaneous reading. The first two readings then have a correlation of 0.65 and the last two 0.29. The standard error rises to 0.0026, or 36 percent above the independent value. A direct simulation of the fluctuators gave the same figure.

Correlation does not have to increase the error. If every pair had the same correlation $\rho$, the common part would cancel through $\sum_iw_i=0$, leaving $\operatorname{Var}b=\sigma^2(1-\rho)/S$. For the cutoffs chosen here, pairs of readings on the same side of the centre, for which $w_iw_j>0$, outweigh pairs on opposite sides. The outcome depends on the cutoffs: at the same total noise and $\tau_1=10^{-3}$ s, the ratio to the independent value is 1.52 for $\tau_2=10^3$ s, 1.11 for $10^9$ s and 0.99 for $10^{12}$ s, because more of the variance then sits in very slow fluctuators. A fluctuation that changes appreciably during the run can then resemble a trend. One much slower than the run is mostly a constant offset, but its effect on the slope falls only as $\tau^{-1/2}$. A single 2 percent fluctuator gives a slope error of about half the independent value for $\tau=10^4$ s and 5 percent of it for $\tau=10^6$ s.

| Readings from 1 s to 1000 s, 2 percent noise | $\mathrm{SE}(\nu)$ |
|---|---|
| 2, at the ends, independent | 0.0041 |
| 25, equal steps in $t$, independent | 0.0028 |
| 25, equal steps in $\ln t$, independent | 0.0019 |
| 25, equal steps in $\ln t$, $1/f$ noise | 0.0026 |

**Temperature.** A systematic error $\delta_i$ in $\ln R_i$ shifts the fitted exponent by $\sum_iw_i\delta_i$. If $|\delta_i|\le D$, the shift is at most $D\sum_i|w_i|=0.417\,D$ for this schedule. For activated conduction, $R\propto e^{E_a/k_BT}$, so

$$\frac{d\ln R}{dT}=-\frac{E_a}{k_BT^2}=-3.9\ \text{percent per kelvin}.$$

A wander confined to $\pm0.1$ K gives $D=0.0039$ and a shift of at most 0.0016. Reaching that limit requires the cell to be warm throughout the first half of the logarithmic window and cold throughout the second, or the reverse. A steady warming by 0.2 K, even in $\ln t$, gives $-0.0387\times0.2/6.908=-0.0011$. To keep the worst case below the statistical error, the temperature must stay within about $\pm0.12$ K.

**Time origin.** If the true age is 0.1 s more than the recorded time, then $\delta_i=\nu\ln(1+0.1\,\text{s}/t_i)$. This raises mainly the earliest readings, whose weights are negative, and shifts the exponent by $-0.0009$. More readings do not remove such shifts, whereas they do reduce independent noise.

## Comparison with a real cell

The parameters are rough values in the regime of amorphous Ge$_2$Sb$_2$Te$_5$ near room temperature, for which an exponent near 0.1 is typical. The 2 percent noise is a chosen figure, and real cells can be quieter or noisier. For a 20 nm amorphous region read at 0.1 V, the average field is 0.05 MV/cm. With an assumed thermal resistance of $2\times10^6$ K/W, the read power $V^2/R$ heats the cell by 0.02 K at the start and 0.01 K at the end, which shifts $\nu$ by less than 0.0001. Non-ohmic conduction matters more if the trap spacing changes. In a hopping model with current proportional to $\sinh[eVa/(2k_BTd)]$, where $a$ is the trap spacing and $d$ the thickness, growth of $a$ from 5.00 to 5.25 nm during the run makes the exponent at 0.1 V lower by 0.0006 than at vanishing voltage. If crystallization removed the amorphous region steadily over ten years, a fraction of about $3\times10^{-6}$ would be lost in 1000 s. With the resistance proportional to the remaining thickness, the bound $D\sum_i|w_i|$ then limits the shift of $\nu$ to less than $2\times10^{-6}$, which is negligible.

Real devices can break the assumption of independence, since their noise can have a strong low-frequency part. In the model above, with its chosen cutoffs, this moves the standard error from 0.0019 to 0.0026 and the ten-year prediction error from 0.031 to 0.040. The scatter about the fitted line is then only about 0.015, so the error bar $s/\sqrt S$ comes out near 0.0015, too small by a factor of about 1.8, and a nominal 95 percent interval contains the true exponent only about 74 percent of the time. The value 0.002 is thus the statistical error for one cell with independent noise. It says nothing about the spread of exponents between cells, and it becomes the total accuracy only if temperature and timing errors are kept well below the levels considered here. The numerical output lists the values used.

## Numbers as computed

```
Readings: 25, from 1 s to 1000 s
Relative noise per reading: 2.0 percent
Model exponent nu: 0.100
R at start, end: 1.000, 1.995 Mohm
Log-span L: 6.9078; step in ln t: 0.2878
Sum of squares S: 107.695; sqrt(S): 10.378
SE of exponent, formula: 0.001927
SE of exponent, 40000 synthetic runs: 0.001929
Mean fitted exponent, same runs: 0.099990
SE, quick large-N form: 0.002006
SE, two end readings only: 0.004095
SE, 25 readings equally spaced in t: 0.002816
SE relative to nu: 1.93 percent
Half-width 1.96 SE: 0.00378; coverage: 0.9497
Mean of ln(1+e): -2.001e-04
Variance of ln(1+e) over sigma^2: 1.001002
One run: fitted exponent 0.10080
One run: noise from residuals 0.01885
One run: estimated SE 0.00182
Mean residual variance (N-2) over sigma^2: 0.9996
Spread of noise estimate: 14.7 percent
Rule 1/sqrt(2(N-2)): 14.7 percent
Ten years: 3.156e+08 s, x = 19.570
SE of ln R at ten years, formula: 0.0313
SE of ln R at ten years, synthetic: 0.0314
1/f noise: tau from 1e-03 s to 1e+05 s
1/f correlation, first two readings: 0.653
1/f correlation, last two readings: 0.294
SE with 1/f noise, formula: 0.002621
SE with 1/f noise, fluctuators: 0.002619
SE ratio, 1/f to independent: 1.360
Temperature: 300 K; activation energy: 0.30 eV
Change of R per kelvin: 3.87 percent
Sum of |w|: 0.4169
Worst shift, wander within +-0.1 K: 0.00161
Shift, ramp up by 0.2 K, even in ln t: -0.00112
Shift, true age 0.1 s above recorded: -0.00093
Read voltage: 0.10 V; amorphous thickness: 20 nm
Read field: 0.050 MV/cm
Thermal resistance: 2.0e+06 K/W
Self-heating at start, end: 0.0200, 0.0100 K
Shift from self-heating: 0.000055
Trap spacing at start, end: 5.00, 5.25 nm
Non-ohmic conductance factor at start: 1.0394
Shift from growing trap spacing: -0.000569
Run time over a ten-year crystallization life: 3.17e-06
Bound on shift from crystallization: 1.3e-06
```
